# First-order errors of transition moments and a variationally stable functional

## A case with three levels

Let $\psi_i,\psi_f,\psi_k$ be orthonormal eigenstates of $H$ with energies $E_i,E_f,E_k$, where $E_k\ne E_i$. The scalar product $(a,b)$ is linear in $b$. For a Hermitian transition operator $D$, the wanted moment is $M=(\psi_f,D\psi_i)$; write also $D_{fk}=(\psi_f,D\psi_k)$.

Suppose that the final state is known, but that the initial state is contaminated:
$$\phi_i=\cos\theta\,\psi_i+\sin\theta\,\psi_k .$$
Its mean energy is
$$\varepsilon_i=E_i\cos^2\theta+E_k\sin^2\theta=E_i+(E_k-E_i)\sin^2\theta .$$
The energy error is of order $\theta^2$, because $H$ has no matrix element between $\psi_i$ and $\psi_k$. The operator $D$ generally does connect the contaminant to $\psi_f$, so
$$(\psi_f,D\phi_i)=M\cos\theta+D_{fk}\sin\theta ,$$
with an error of order $\theta$.

The residual $(H-\varepsilon_i)\phi_i$ reveals the contamination. Take $\chi_i=-\psi_kD_{fk}^*/(E_k-E_i)$. Since $E_k-\varepsilon_i=(E_k-E_i)\cos^2\theta$,
$$(\chi_i,(H-\varepsilon_i)\phi_i)=-\frac{D_{fk}}{E_k-E_i}(E_k-\varepsilon_i)\sin\theta=-D_{fk}\sin\theta\cos^2\theta .$$
Adding this to the plain moment gives
$$M\cos\theta+D_{fk}\sin\theta(1-\cos^2\theta)=M\cos\theta+D_{fk}\sin^3\theta .$$
The linear error has gone. The auxiliary function $\chi_i$ translates a residual of the Schrödinger equation into an error of the moment.

## Assumptions and theorem

Let $\psi_i,\psi_f$ be normalized bound states of the same Hermitian $H$. Each energy is isolated and nondegenerate within the symmetry sector of its state, and each trial function belongs to that sector. Write
$$\phi=\psi+\delta,\qquad (\phi,\phi)=1,\qquad (\psi,\phi)>0,\qquad \varepsilon=(\phi,H\phi),$$
with index $i$ or $f$. The positive overlap fixes the phase, without which an error of $M$ has no meaning. "First order" means that the norms of $\delta$, $H\delta$ and $D\delta$ are proportional to a small parameter $\lambda$. The functions $D\psi_i$ and $D\psi_f$ are normalizable.

The exact auxiliary functions $\bar\chi_i\perp\psi_i$ and $\bar\chi_f\perp\psi_f$ solve
$$\begin{aligned}(H-E_i)\bar\chi_i&=-D\psi_f+\psi_i(\psi_i,D\psi_f),\\(H-E_f)\bar\chi_f&=-D\psi_i+\psi_f(\psi_f,D\psi_i).\end{aligned}\tag{1}$$
Each source is restricted to the sector of the state being corrected; its other parts have no scalar product with that state's error. The last terms make the sources orthogonal to $\psi_i$ and $\psi_f$. This is necessary, because $(\psi_i,(H-E_i)\bar\chi_i)=0$. It is also sufficient, because the energies are isolated.

**Theorem.** The energy error $\varepsilon-E$ is second order. The plain moment $M_{\rm t}=(\phi_f,D\phi_i)$ has in general a first-order error. If $\chi_i,\chi_f$ differ from $\bar\chi_i,\bar\chi_f$ by first-order amounts, then
$$F=(\phi_f,D\phi_i)+(\chi_i,(H-\varepsilon_i)\phi_i)+(\phi_f,(H-\varepsilon_f)\chi_f)\tag{2}$$
has a second-order error.

## Lemma 1: normalization and energy

From $1=(\psi+\delta,\psi+\delta)$ and the real overlap,
$$0=2(\psi,\delta)+(\delta,\delta),\qquad (\psi,\delta)=-\tfrac12\|\delta\|^2.\tag{3}$$
For the energy, use $(H-E)\psi=0$ on both sides of the scalar product:
$$\varepsilon-E=(\psi+\delta,(H-E)(\psi+\delta))=(\delta,(H-E)\delta).\tag{4}$$
This proves the energy statement.

## Proof of the theorem

Expanding the plain moment gives
$$M_{\rm t}=M+(\psi_f,D\delta_i)+(\delta_f,D\psi_i)+(\delta_f,D\delta_i).\tag{5}$$
The two middle terms are linear. The three-level case shows that they need not vanish. A term loses its first-order part for every error only when the corresponding source in (1) is zero, as in Remark 2; otherwise this happens only for special errors.

Take the scalar product of the first equation (1) with $\delta_i$. Since $H$ is Hermitian and $(\psi_i,D\psi_f)^*=M$,
$$(\bar\chi_i,(H-E_i)\delta_i)=-(\psi_f,D\delta_i)+M(\psi_i,\delta_i).$$
The second equation gives, in the same way,
$$(\delta_f,(H-E_f)\bar\chi_f)=-(\delta_f,D\psi_i)+M(\delta_f,\psi_f).$$
Solve these for the linear terms in (5).

Next write $\chi=\bar\chi+\Delta$. Because $(H-E_i)\phi_i=(H-E_i)\delta_i$, the first correction is
$$(\chi_i,(H-\varepsilon_i)\phi_i)=(\bar\chi_i+\Delta_i,(H-E_i)\delta_i)-(\varepsilon_i-E_i)(\chi_i,\phi_i),$$
and the second has the corresponding form. In the sum (2) the terms $(\bar\chi_i,(H-E_i)\delta_i)$ and $(\delta_f,(H-E_f)\bar\chi_f)$ cancel, leaving
$$\begin{aligned}F-M={}&(\delta_f,D\delta_i)+M[(\psi_i,\delta_i)+(\delta_f,\psi_f)]\\&+(\Delta_i,(H-E_i)\delta_i)+(\delta_f,(H-E_f)\Delta_f)\\&-(\varepsilon_i-E_i)(\chi_i,\phi_i)-(\varepsilon_f-E_f)(\phi_f,\chi_f).\end{aligned}\tag{6}$$
No term has been dropped. By (3) the bracket is second order; by (4) so is the last line. Every other term is a product of two first-order quantities. This proves the theorem.

**Remark 1: no bound.** The terms in (6) have no common sign. $F$ is stationary, but it may lie above or below $M$.

**Remark 2: why energies are special.** The derivation also holds for $i=f$. Choose $D=H$. The source in (1) becomes $-H\psi+E\psi=0$, so $\bar\chi=0$. With $\chi=0$, $F$ is the ordinary mean energy. The energy needs no auxiliary function because its operator is the one that defines the state.

**Remark 3: small moments.** Second order refers to the absolute error. If $M$ nearly vanishes by cancellation, the relative error of $F$ can still be large.

## Lemma 2: computable auxiliary functions

Equation (1) contains the unknown exact states. Replace it by
$$Q(H-\varepsilon_i)Q\chi_i=-QD\phi_f,\qquad \chi_i\perp\phi_i,\tag{7}$$
where $Qv=v-\phi_i(\phi_i,v)$, and similarly for $\chi_f$. As in (1), the source, $\chi_i$ and every variation of $\chi_i$ below are restricted to the sector of $\phi_i$; outside it, degenerate or lower levels of other symmetry (2s or 1s for a 2p state) would spoil both the inverse and the positivity used below. Assume that $A=Q(H-\varepsilon_i)Q$ has an inverse on the functions of this sector orthogonal to $\phi_i$ that stays bounded as $\lambda\to0$. Then $\Delta_i$ is first order.

*Proof.* Let $\eta=\chi_i-Q\bar\chi_i$. Since $\bar\chi_i\perp\psi_i$,
$$Q\bar\chi_i=\bar\chi_i-\phi_i(\delta_i,\bar\chi_i).$$
Equation (1) gives
$$(H-\varepsilon_i)\bar\chi_i=-D\psi_f+M^*\psi_i-(\varepsilon_i-E_i)\bar\chi_i.$$
Insert both into $A\eta=-QD\phi_f-Q(H-\varepsilon_i)Q\bar\chi_i$, and use $Q\psi_i=Q(\phi_i-\delta_i)=-Q\delta_i$:
$$\begin{aligned}A\eta={}&-QD\delta_f+M^*Q\delta_i+(\varepsilon_i-E_i)Q\bar\chi_i\\&+Q(H-\varepsilon_i)\phi_i\,(\delta_i,\bar\chi_i).\end{aligned}$$
The first two terms are first order and the others second order. Hence $\eta$ is first order, and so is $\Delta_i=\eta-\phi_i(\delta_i,\bar\chi_i)$. $\square$

In a finite basis $\Delta_i$ also contains an incompleteness error that need not vanish with $\lambda$. Equation (6) multiplies it by $\delta_i$, so a fixed poor basis eventually leaves a linear error, with a coefficient that falls as the basis improves.

## Lemma 3: when the equation is a minimum problem

Let $E_0$ be the lowest energy in the sector and $E_1$ the next level, or the continuum threshold if there is none. Let $\phi$ approximate the lowest state. If $\varepsilon<(E_0+E_1)/2$, then $H-\varepsilon$ is positive on all functions of the same sector orthogonal to $\phi$.

*Proof.* Take a unit vector $v\perp\phi$ in the sector. Diagonalize $H$ in the plane spanned by $v$ and $\phi$, with eigenvalues $h_0\le h_1$. Clearly $h_0\ge E_0$. The plane contains a unit vector orthogonal to $\psi_0$; its mean energy is at least $E_1$ and at most $h_1$, so $h_1\ge E_1$. The trace in the plane is independent of the basis, hence
$$(v,Hv)+\varepsilon=h_0+h_1\ge E_0+E_1,$$
and therefore $(v,(H-\varepsilon)v)\ge E_0+E_1-2\varepsilon>0$. $\square$

Under this condition (7) is the minimum condition of
$$J[\chi]=(\chi,(H-\varepsilon_i)\chi)+2\,{\rm Re}(\chi,D\phi_f),\qquad \chi\perp\phi_i.$$
Indeed, for $v\perp\phi_i$,
$$J[\chi+v]-J[\chi]=2\,{\rm Re}(v,(H-\varepsilon_i)\chi+D\phi_f)+(v,(H-\varepsilon_i)v).$$
The linear part vanishes for all $v$ when (7) holds, and the rest is positive. In a basis $b'_k\perp\phi_i$, with $\chi_i=\sum_lc_lb'_l$, the condition reads
$$\sum_l(b'_k,(H-\varepsilon_i)b'_l)c_l=-(b'_k,D\phi_f).\tag{8}$$
For a higher state of a sector, $A$ has negative directions. A finite basis can then make the matrix in (8) nearly singular, and the assumption of Lemma 2 must be watched.

## What the correction does

Let $\delta'_i\perp\phi_i$ solve $A\delta'_i=-Q(H-\varepsilon_i)\phi_i$. Since $A$ is Hermitian and $\chi_i=-A^{-1}QD\phi_f$,
$$(\chi_i,(H-\varepsilon_i)\phi_i)=-(D\phi_f,A^{-1}Q(H-\varepsilon_i)\phi_i)=(\phi_f,D\delta'_i).$$
The correction is thus the moment of a one-step improvement of the state.

The change actually needed is $q_i=\psi_i/(\phi_i,\psi_i)-\phi_i$, which is orthogonal to $\phi_i$. Projecting $(H-E_i)(\phi_i+q_i)=0$ with $Q$ gives
$$Aq_i=-Q(H-\varepsilon_i)\phi_i-(\varepsilon_i-E_i)q_i.$$
Subtraction gives $A(q_i-\delta'_i)=-(\varepsilon_i-E_i)q_i$, which is third order. The same holds for $f$, so up to third order
$$F=(\phi_f,D\phi_i)+(\phi_f,Dq_i)+(q_f,D\phi_i).$$
With $N=(\phi,\psi)=1-\frac12\|\delta\|^2$ we have $\psi=N(\phi+q)$, and hence $M=N_iN_f[F+(q_f,Dq_i)]$ to this order. Since $q=-\delta$ to first order,
$$F-M\simeq\tfrac12M(\|\delta_i\|^2+\|\delta_f\|^2)-(\delta_f,D\delta_i).\tag{9}$$
This is the leading error when (7) is solved in a complete space. It comes from normalization and from the simultaneous error of both states.

## Remark 4: states from a linear variation

Let $\phi_i$ come from diagonalizing $H$ in a linear space $V_i$. Then $(v,(H-\varepsilon_i)\phi_i)=0$ for every $v$ in $V_i$, so an auxiliary function taken from $V_i$ gives no correction. This has two readings. If $V_i$ and $V_f$ contain first-order approximations to $\bar\chi_i$ and $\bar\chi_f$, then $M_{\rm t}=F$, and the plain moment is already accurate to second order. If they do not, $\chi_i$ and $\chi_f$ must bring in functions from outside.

A model with twelve levels about one unit apart and a random complex Hermitian $D$ shows the difference. Each state was found by diagonalization in a plane spanned by $\psi+\lambda a$ and a second vector, with $a$ random. Between $\lambda=0.002$ and $0.001$ the error of $M_{\rm t}$ fell as $\lambda^{1.000}$ when the second vector was random, and as $\lambda^{1.996}$ when it was $\bar\chi$ plus a random vector times $\lambda$.

## Example: hydrogen, 1s to 2p

Consider a nonrelativistic, spinless electron and a fixed nucleus:
$$H=-\frac{\hbar^2}{2m_e}\nabla^2-\frac{e^2}{4\pi\epsilon_0r},\qquad D=-ez .$$
$F$ is linear in $D$, so we use $z$ and restore the charge at the end. With lengths in Bohr radii $a_0$ and energies in hartrees $E_h$, a function $u(r)$, equal to $r$ times the radial part, has the Hamiltonian
$$h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac1r .$$
The angular integral of $\cos\theta$ between s and $p_z$ is $1/\sqrt3$. The trial functions are
$$u_i=2\zeta^{3/2}re^{-\zeta r},\qquad u_f=\frac{(2\xi)^{5/2}}{\sqrt{24}}r^2e^{-\xi r},$$
exact for $\zeta=1$, $\xi=1/2$. We take $\zeta=1.1$, $\xi=0.45$. All integrals follow from $\int_0^\infty r^pe^{-kr}dr=p!/k^{p+1}$.

**Energies.** $\varepsilon_i=\zeta^2/2-\zeta=-0.49500\,E_h$ and $\varepsilon_f=\xi^2/2-\xi/2=-0.12375\,E_h$. Each is wrong by 1% of the exact energy. Both lie below the limits of Lemma 3, $-0.3125$ and $-0.0903\,E_h$.

**Plain moment.** With $\sigma=\zeta+\xi$,
$$M_{\rm t}=\frac1{\sqrt3}\int_0^\infty u_fru_i\,dr=\frac{4\sqrt2\,\zeta^{3/2}(2\xi)^{5/2}}{\sigma^5}=0.56055\,a_0 .$$
The exact value is $128\sqrt2/243=0.74494\,a_0$, so the plain moment is 24.8% too small. The logarithmic derivatives at the exact exponents are $\frac32-\frac5{1.5}=-1.833$ for $\zeta$ and $5-\frac5{1.5}=1.667$ for $\xi$. The linear estimate is $-1.833(0.1)+1.667(-0.05)=-26.7\%$: the two errors add.

**One auxiliary function for 1s.** Differentiation gives the residual
$$(h_0-\varepsilon_i)u_i=(\zeta-1)(1/r-\zeta)u_i .$$
Take $b=2\xi^{3/2}re^{-\xi r}$, with the exponential of the source $ru_f$. Its overlap with $u_i$ is $S=8(\zeta\xi)^{3/2}/\sigma^3=0.74817$; put $b'=b-Su_i$. Because $(u_i,(h_0-\varepsilon_i)u_i)=0$, the coupling to the residual is
$$v=4(\zeta\xi)^{3/2}\frac{(\zeta-1)(\xi-\zeta)}{\sigma^3}=-0.024316\,E_h .$$
The source is $g=1/\xi-SM_{\rm t}=1.80284\,a_0$, and the matrix element in (8) is
$$\alpha=\xi^2/2-\xi-\varepsilon_i-2Sv=0.182635\,E_h .$$
Thus $c=-g/\alpha=-9.8713\,a_0/E_h$, and the correction is $cv=0.24003\,a_0$.

**One auxiliary function for 2p.** Here $(h_1-\varepsilon_f)u_f=(2\xi-1)(1/r-\xi/2)u_f$. With $b=(2\zeta)^{5/2}r^2e^{-\zeta r}/\sqrt{24}$,
$$S=\frac{(4\zeta\xi)^{5/2}}{\sigma^5}=0.61660,\qquad v=\frac{S(2\xi-1)(\zeta-\xi)}4=-0.010020\,E_h,$$
$$g=1/\zeta-SM_{\rm t}=0.56346\,a_0,\qquad \alpha=\zeta^2/2-\zeta/2-\varepsilon_f-2Sv=0.191106\,E_h .$$
The correction is $-gv/\alpha=0.02954\,a_0$. Altogether $F=0.56055+0.24003+0.02954=0.83012\,a_0$, now 11.4% too large.

**Larger auxiliary bases.** Use $n$ successive powers of $r$, beginning with $r$ for s and $r^2$ for p, with the same exponentials, and solve the linear equations (8):

| $n$ | 1s correction ($a_0$) | 2p correction ($a_0$) | error of $F$ (%) |
|---:|---:|---:|---:|
| 1 | 0.2400 | 0.0295 | 11.43 |
| 2 | 0.1067 | 0.0545 | −3.11 |
| 3 | 0.1227 | 0.0636 | 0.25 |
| 4 | 0.1219 | 0.0662 | 0.50 |
| 10 | 0.1217 | 0.0671 | 0.59 |

One function overestimates the 1s correction by a factor of about two. The correction is not the minimized quantity $J$, so it need not converge from one side. The smaller error at $n=3$ than at $n=10$ is a cancellation: incompleteness lowers $F$ there, while the error remaining at $n=10$ is positive. Solving (7) instead by finite differences, with step $0.01\,a_0$ out to $60\,a_0$, gives corrections of 0.1217 and $0.0671\,a_0$. The remaining 0.59% therefore belongs to the trial states, not to the auxiliary basis.

**Orders.** Shrink both exponent errors by a factor $s$, so that $\zeta=1+0.1s$ and $\xi=0.5-0.05s$, with $n=10$:

| $s$ | 1s energy error ($E_h$) | error of $M_{\rm t}$ (%) | error of $F$ (%) |
|---:|---:|---:|---:|
| 1 | 0.005000 | −24.75 | 0.589 |
| 0.5 | 0.001250 | −12.86 | 0.144 |
| 0.25 | 0.000313 | −6.55 | 0.0361 |
| 0.125 | 0.000078 | −3.30 | 0.0091 |

The last halving divides the three errors by 4.00, 1.98 and 3.98. At $s=0.125$, formula (9) predicts an error of 0.0086% for $F$, close to the 0.0091% found; the difference is of higher order. For (9), $\frac12\|\delta\|^2=1-(\psi,\phi)$ follows from the overlaps, and $(\delta_f,z\delta_i)$ from the four moments between trial and exact states.

With $ea_0=8.478\times10^{-30}$ C m, the dipole magnitudes at $s=1$ are $6.316\times10^{-30}$ C m exactly within this model, $4.753\times10^{-30}$ C m from the plain moment, and $6.353\times10^{-30}$ C m from $F$ with $n=10$. At fixed frequency the radiative rate is proportional to $|M|^2$, so a small relative error of the moment is doubled in the rate. An energy accurate to 1% therefore gives no comparable assurance for the rate.
